\section*{Early mask coverage in selective epitaxy: Avrami asymptotics and first correction}

\section{Definitions and conventions}

In selective epitaxy a crystal grows in windows opened in a mask, while the mask should stay bare. Unwanted nuclei nevertheless appear on it and spread. The following quantities describe them.

\begin{itemize}
\item $J$ is the number of births per unit bare mask area and unit time.
\item $v$ is the speed at which the radius of a nucleus's footprint on the mask increases.
\item $t$ is the time since nucleation began, and $s$ is the birth time of a nucleus.
\item $X(t)$ is the covered fraction, averaged over a large mask.
\item $\Phi(t)$ is the extended coverage: the summed footprint area per mask area, with overlaps counted repeatedly and with births on covered area included.
\end{itemize}

The basic model has an unbounded, uniform mask, independent births, constant $J$ and $v$, and circular footprints of zero initial radius. Growth stops where footprints meet. Lengths are in nm and times in s. The rate is quoted per $\mathrm{cm^2}$ and converted once, with $1\,\mathrm{cm^2}=10^{14}\,\mathrm{nm^2}$:
\begin{equation}
J=10^{6}\,\mathrm{cm^{-2}s^{-1}}=10^{-8}\,\mathrm{nm^{-2}s^{-1}},\qquad v=0.1\,\mathrm{nm/s}.
\end{equation}
The question is when $X$ reaches $0.01$.

\section{The coverage law}

Choose a point on the mask. A nucleus born at $s$ has radius $v(t-s)$ at time $t$, so it covers the point if it was born within that distance. Suppose first that births are allowed everywhere, including on covered area. The expected number of births that cover the point is
\begin{align}
\Phi(t)&=\int_0^t J\,\pi v^2(t-s)^2\,ds
=\pi Jv^2\int_0^t a^2\,da
=\frac{\pi Jv^2t^3}{3},
\label{eq:phi}
\end{align}
where $a=t-s$ is the age. The same integral is the summed disc area per mask area, which is why it equals the extended coverage.

The point is bare if none of these births occurred. Divide the relevant region of position and time into small cells of expected birth number $\delta_i$. Births in different cells are independent, so the probability of no birth is
\begin{equation}
\prod_i(1-\delta_i)\longrightarrow
\exp\Big(-\sum_i\delta_i\Big)=e^{-\Phi}
\end{equation}
as the cells shrink. Hence
\begin{equation}
X(t)=1-e^{-\Phi(t)}=1-\exp\left(-\frac{\pi Jv^2t^3}{3}\right).
\label{eq:avrami}
\end{equation}

It remains to justify the fictitious births on covered area. Let an older nucleus be born at $s_1$ and a younger one at $s_2$, inside the older disc. Their centres are then at most $v(s_2-s_1)$ apart. At time $t$, any point of the younger disc is at most $v(t-s_2)$ from the younger centre. By the triangle inequality its distance from the older centre is at most
\begin{equation}
v(s_2-s_1)+v(t-s_2)=v(t-s_1),
\end{equation}
which is the older radius. The younger disc adds no covered area, so allowing it does not change $X$. The argument fails if the younger nucleus grows faster, because it could then emerge from the older one.

A simulation in a periodic box confirmed this point. At $\Phi=2$, 30.7\,\% of the births were fictitious, and removing them left the set of covered sample points unchanged.

\section{Early times: leading term and first correction}

The natural time and length scales of the model are
\begin{equation}
t_c=(Jv^2)^{-1/3},\qquad \ell=vt_c=(v/J)^{1/3}.
\end{equation}
Here $Jv^2=10^{-10}\,\mathrm{s^{-3}}$, so $t_c\approx2150$ s and $\ell\approx215$ nm. Early times mean $t\ll t_c$, when $\Phi=(\pi/3)(t/t_c)^3$ is small. Expanding the exponential gives
\begin{equation}
X=\Phi-\frac{\Phi^2}{2}+O(\Phi^3).
\label{eq:early}
\end{equation}
The leading term adds the disc areas as if they never interfered.

The correction has two parts. To lowest order the probability that a birth at $s$ falls on covered area is $\Phi(s)=\Phi(t)(s/t)^3$. The area wrongly assigned to fictitious nuclei is therefore
\begin{align}
\int_0^t J\Phi(s)\pi v^2(t-s)^2ds
&=\pi Jv^2t^3\,\Phi(t)\int_0^1u^3(1-u)^2du\nonumber\\
&=3\Phi^2\left(\frac14-\frac25+\frac16\right)
=\frac{\Phi^2}{20}.
\end{align}
The second line uses $\pi Jv^2t^3=3\Phi$ and $u^3(1-u)^2=u^3-2u^4+u^5$. The total correction is $\Phi^2/2$, so the remaining $9\Phi^2/20$ is overlap between real discs. At this order, nine tenths of the correction comes from collisions and one tenth from lost nucleation area.

To find the time for a given coverage, take the logarithm of \eqref{eq:avrami}:
\begin{equation}
t(X)=\left[\frac{-3\ln(1-X)}{\pi Jv^2}\right]^{1/3}.
\label{eq:time}
\end{equation}
Define the leading estimate, obtained from $\Phi=X$, by
\begin{equation}
t_0(X)=\left(\frac{3X}{\pi Jv^2}\right)^{1/3}.
\label{eq:t0}
\end{equation}
Since $-\ln(1-X)=X+X^2/2+X^3/3+\cdots$,
\begin{align}
\frac{t}{t_0}
&=\left(1+\frac X2+\frac{X^2}{3}+\cdots\right)^{1/3}\nonumber\\
&=1+\frac13\left(\frac X2+\frac{X^2}{3}\right)
-\frac19\left(\frac X2\right)^2+O(X^3)\nonumber\\
&=1+\frac X6+\frac{X^2}{12}+O(X^3).
\label{eq:correction}
\end{align}
The second line uses $(1+q)^{1/3}=1+q/3-q^2/9+\cdots$. The correction is positive because interference makes the covered area smaller than the sum of the discs, so more time is needed.

\subsection{The number for one percent}

The coefficient in $\Phi$ is
\begin{equation}
\frac{\pi Jv^2}{3}=\frac{\pi(10^{-8})(0.1)^2}{3}\,\mathrm{s^{-3}}
=1.0472\times10^{-10}\,\mathrm{s^{-3}}.
\end{equation}
The leading estimate and its corrected value are
\begin{align}
t_0&=\left(\frac{0.01}{1.0472\times10^{-10}}\right)^{1/3}\mathrm{s}=457.08\,\mathrm{s},\\
t&\approx457.08\left(1+\frac{0.01}{6}\right)\mathrm{s}=457.84\,\mathrm{s}.
\end{align}
The full formula also gives 457.84 s, as does solving $\Phi=-\ln(0.99)=0.010050$ with the integral evaluated by quadrature. The digits serve to show the correction. As a physical estimate, the answer is roughly 460 s, or a little under eight minutes.

At ten percent coverage, $t_0$ is larger by $10^{1/3}$, which gives 984.7 s. The first correction raises it to 1001.2 s, and the full result is 1002.0 s. The remaining relative difference, about $9\times10^{-4}$, comes mainly from the term $X^2/12$.

A direct simulation of a square mask 100 $\mu$m on a side gave 0.979\,\% coverage at the one-percent time. It tested a million random points, of which about $10^4$ should be covered, so point sampling alone gives a relative standard error of about 1\,\%. The finite number of nuclei adds about 0.6\,\%, by the formula derived in Section~\ref{sec:patch}. The observed deficit of 2.1\,\% is just under two combined standard errors.

\subsection{Scaling and sensitivity}

Equation \eqref{eq:t0} gives
\begin{equation}
t_0\propto X^{1/3}J^{-1/3}v^{-2/3}.
\end{equation}
With $v$ fixed, a tenfold increase in $J$ shortens the one-percent time from 457.8 to 212.5 s. With $J$ fixed, doubling $v$ shortens it to 288.4 s.

The time for 0.1\,\% coverage at the original $J$ is 212.2 s, almost the same as the time for 1\,\% at $10J$. Both cases have the same $X/J$ and hence the same $t_0$. They differ through $X/6$, which is ten times larger in the second case.

If the wanted crystal in the windows also grows at $v$, its thickness when the mask reaches coverage $X$ is
\begin{equation}
h=vt_0=\left(\frac{3Xv}{\pi J}\right)^{1/3}.
\end{equation}
For one percent this is about 46 nm. At fixed $J$, faster growth permits a thicker film, but only as $v^{1/3}$. If $J$ rises as well, $h$ increases only when $v$ rises by the larger factor. A change of gas flow that raises both rates by the same factor leaves $h$ unchanged.

\section{The opposite limit: a nearly covered mask}

Let $b=1-X$ be the bare fraction and $\Lambda=\ln(1/b)$. Equation \eqref{eq:time} becomes
\begin{equation}
t=t_c\left(\frac{3\Lambda}{\pi}\right)^{1/3}.
\end{equation}
Reducing the bare fraction by a further factor $e$ changes $\Lambda$ to $\Lambda+1$. For $\Lambda\gg1$,
\begin{equation}
\frac{t(\Lambda+1)}{t(\Lambda)}
=\left(1+\frac1\Lambda\right)^{1/3}
=1+\frac{1}{3\Lambda}-\frac{1}{9\Lambda^2}+O(\Lambda^{-3}).
\end{equation}
Each further reduction of the bare fraction by a factor $e$ therefore takes only about $1/(3\Lambda)$ of the elapsed time.

The early expansion is useless here. At $\Phi=2$, the two terms of \eqref{eq:early} give zero, whereas the full law gives $X=0.8647$. The simulation gave 0.8650. At $\Phi=0.7$ the law and simulation gave 0.5034 and 0.5061.

\section{Which nuclei matter, and how large a mask is needed}
\label{sec:patch}

Nuclei born before $t/2$ have ages between $t/2$ and $t$. Their share of the extended area is
\begin{equation}
\frac{\int_{t/2}^{t}a^2da}{\int_0^t a^2da}
=1-\left(\frac12\right)^3=\frac78.
\end{equation}
The simulated share was 0.8751. Coverage is therefore governed by nucleation early in the run, and a brief burst at the start matters more than an equal burst near the end.

At the one-percent time, the number of births per area is $Jt=4.58\times10^8\,\mathrm{cm^{-2}}$. The corresponding spacing $(Jt)^{-1/2}$ is 467 nm. The largest radius is $vt=45.8$ nm and, since birth times are uniform, the mean radius is 22.9 nm. The mask carries small, mostly well-separated islands.

A small patch need not resemble the average. For a patch of area $A$, the mean number of births is $N=JAt$. With $A=1\,\mu\mathrm{m}^2=10^6\,\mathrm{nm}^2$,
\begin{equation}
N=(10^{-8})(10^6)(457.8)=4.58.
\end{equation}
The mean wait for the first nucleus is $1/(JA)=100$ s. If a single nucleus ruins a device of this area, the one-percent time is far too generous a limit.

To obtain the spread in covered area, assign each disc to the patch containing its centre and ignore overlap. Let $S=\sum_i\alpha_i$ be the sum of the disc areas. The number $n$ of discs is Poisson distributed, with mean and variance both $N$, so
\begin{align}
\mathrm{Var}(S)
&=N\big(\langle\alpha^2\rangle-\langle\alpha\rangle^2\big)
+\langle\alpha\rangle^2\,\mathrm{Var}(n)
=N\langle\alpha^2\rangle.
\end{align}
The area is $\alpha=\pi v^2t^2u^2$, where $u$ is uniform between 0 and 1. Thus $\langle u^2\rangle=1/3$ and $\langle u^4\rangle=1/5$, and
\begin{equation}
\frac{\sqrt{\mathrm{Var}(S)}}{\langle S\rangle}
=\frac{\sqrt{N/5}}{N/3}
=\frac{3}{\sqrt{5N}}.
\end{equation}
For the patch this is 0.627, against 0.628 in the simulation. The one-percent figure thus has a relative spread of roughly 60\,\% between patches of 1 $\mu\mathrm{m}^2$; overlap and discs that cross patch borders make it slightly smaller than the formula gives. A fraction $e^{-N}=1.03\,\%$ of them have had no birth inside. Fewer are completely bare, because discs from neighbouring patches reach into some of them.

\section{Corrections from physics outside the basic model}

The overlap correction is only 0.17\,\%. Other effects are larger. Each is treated alone below, with the remaining assumptions unchanged; $t_1=457.84$ s denotes the reference time.

\subsection{Facets}

For aligned square footprints whose sides advance at $v$, the half-side is $va$ and the area is $4v^2a^2$. This replaces $\pi$ by 4 in $\Phi$:
\begin{equation}
\frac{t}{t_1}=\left(\frac\pi4\right)^{1/3}=0.923,
\end{equation}
so $t=422.4$ s. The meaning of $v$ matters. If it is the speed of the corners, the area is $2v^2a^2$ and the factor is $(\pi/2)^{1/3}=1.16$, a delay instead of an advance.

\subsection{Finite starting radius}

If a nucleus is born with radius $r_0$, then
\begin{equation}
\Phi=\pi J\int_0^t(r_0+va)^2da
=\frac{\pi J}{3v}\left[(r_0+vt)^3-r_0^3\right].
\end{equation}
Equating this to $\pi Jv^2t_1^3/3$ gives $(r_0+vt)^3=(vt_1)^3+r_0^3$. For $r_0\ll vt_1$ the last term is negligible, and $t\approx t_1-r_0/v$. With $r_0=1$ nm the advance is 10 s, or 2.2\,\%. A fictitious birth just inside an older edge could now protrude by up to $r_0$, but at one percent coverage such births are too rare to matter.

\subsection{A delayed nucleation rate}

Let the birth rate rise as $J(1-e^{-s/\tau})$. Two integrations by parts give
\begin{equation}
\int_0^t e^{-s/\tau}(t-s)^2ds
=\tau t^2-2\tau^2t+2\tau^3(1-e^{-t/\tau}).
\end{equation}
Equal extended coverage requires this integral to be subtracted from $t^3/3$, with the result equal to $t_1^3/3$. Put $t=t_1+\delta$ and keep terms through second order in $\tau$ and $\delta$:
\begin{equation}
t_1^2\delta+t_1\delta^2-\tau t_1^2-2\tau t_1\delta+2\tau^2t_1=0.
\end{equation}
The leading solution is $\delta=\tau$. Inserting it in the second-order terms gives
\begin{equation}
\delta=\tau-\frac{\tau^2}{t_1}+O\left(\frac{\tau^3}{t_1^2}\right).
\end{equation}
For $\tau=30$ s this is 28.0 s. The full calculation gives 486.0 s, a delay of 28.1 s or 6.1\,\%.

\subsection{Adatom depletion around islands}

Existing islands capture adatoms. As a simple model, forbid births within a distance $d$ of an island edge. If every attempted birth is given an exclusion zone, the expected number of zones covering a point at time $s$ is
\begin{equation}
Z(s)=\pi J\int_0^s(d+va)^2da
=\pi J\left(d^2s+dvs^2+\frac{v^2s^3}{3}\right).
\end{equation}
If the zones are treated as randomly placed, the birth rate becomes $Je^{-Z(s)}$. This is an approximation, since rejected births have no real zones and accepted nuclei avoid one another. To first order, the lost fraction of disc area is the average of $Z$ with weight $3(t-s)^2/t^3$. Under this weight $s$, $s^2$ and $s^3$ average to $t/4$, $t^2/10$ and $t^3/20$, so
\begin{equation}
L\approx\pi Jt\left(\frac{d^2}{4}+\frac{dvt}{10}+\frac{v^2t^2}{60}\right).
\end{equation}
For $d=100$ nm this gives 4.3\,\%. Retaining the exponential gives 4.15\,\%, while one direct simulation with rejected births gave 3.82\,\%. That single run does not separate sampling scatter from the error of the approximation.

Two islands born at $s_1<s_2$ are separated by more than $d+v(s_2-s_1)$. Their radii sum to $v(s_2-s_1)+2v(t-s_2)$, so they cannot touch while $2vt<d$. Coverage is then the plain sum of areas, and the proper starting point is $t_0$. With the first-order value $L=0.043$,
\begin{equation}
t\approx t_0(1+L/3)\approx464\,\mathrm{s}.
\end{equation}
The numerical solution is 463.7 s, or 1.3\,\% above $t_1$.

\subsection{Barren strips beside the windows}

A growth window also captures adatoms. Consider a mask stripe of width $w=1000$ nm with no births within $d=100$ nm of either edge. The active fraction is $f=1-2d/w=0.8$. No disc reaches the windows, because $vt<d$, so the mean extended coverage is $f\Phi$. To leading order,
\begin{equation}
t\approx t_1f^{-1/3}=1.077\,t_1=493.2\,\mathrm{s}.
\end{equation}
The full calculation gives 493.4 s, a delay of 7.8\,\%. It is slightly longer because the same area is crowded into less of the stripe, which increases overlap.

\subsection{Temperature}

Let $J$ and $v$ follow Arrhenius laws with energies $E_J$ and $E_v$. Since $t\propto(Jv^2)^{-1/3}$,
\begin{equation}
\frac{t(T')}{t(T)}=\exp\left[-\frac{E_J+2E_v}{3k_B}
\left(\frac1T-\frac1{T'}\right)\right].
\end{equation}
With both energies equal to 2 eV, the effective energy is 2 eV. A mask at 1005 K instead of 1000 K then reaches one percent at 407.9 s, which is 10.9\,\% sooner. The positive $E_J$ is an assumption. Where heating makes adatoms desorb before they can form nuclei, $J$ can fall with temperature, so that $E_J$ is negative. If $E_J+2E_v<0$, the hotter mask is covered later, not sooner.

\section{Relation to a real process}

The parameters are round model inputs, not measurements of a particular material or reactor. A uniform, constant $J$ is a strong assumption: mask contamination, surface damage and the local supply of etching and growth gases can all change it. At fixed $v$, a tenfold uncertainty in $J$ changes the time by a factor of 2.15, far more than any shift in the preceding section for the inputs chosen there. Those shifts are not always small: the loss from adatom depletion grows with $d$, and it is no longer a minor correction when $d$ is comparable to the island spacing of 467 nm. A tenfold uncertainty in $v$ at fixed $J$ would change the one-percent time by a factor of $10^{2/3}=4.64$. The estimate of 460 s therefore depends on knowing both rates for the mask and gas mixture in use, and on $v$ staying constant as the islands grow. The individual values and shifts are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Nucleation rate J: 1.0e+06 cm^-2 s^-1 = 1.0e-08 nm^-2 s^-1
Radial speed v: 0.10 nm/s
pi J v^2 / 3: 1.0472e-10 s^-3
Extended coverage needed for 1 %: 0.010050
Time for 1 % coverage, formula: 457.84 s
Time for 1 % coverage, quadrature and root: 457.84 s
Time for 1 % without overlap correction: 457.08 s
Time for 0.1 % coverage: 212.2 s
Time for 10.0 % coverage: 1002.0 s
Time for 50.0 % coverage: 1877.6 s
Simulated coverage at the 1 % time: 0.979 %
Extended 0.1: law 0.0952, simulated 0.0982
Extended 0.7: law 0.5034, simulated 0.5061
Extended 2.0: law 0.8647, simulated 0.8650
Fictitious births at extended 2.0: 30.7 %
Births per area at the 1 % time: 4.578e+08 cm^-2
Mean spacing 1/sqrt(density): 467 nm
Largest radius: 45.8 nm; mean radius: 22.9 nm
Area share of first-half births: 0.875, simulated 0.8751
Mean births on a 1 um^2 patch: 4.58
Mean wait for first nucleus on 1 um^2: 100 s
Empty 1 um^2 patches: 1.03 %, sim 1.12 %
Relative area spread, 1 um^2: 0.627, sim 0.628
Time with J ten times larger: 212.5 s
Time with v twice as large: 288.4 s
Inputs: r0 1 nm, tau 30 s, d 100 nm, w 1000 nm
Inputs: T 1000 K, error 5 K, E_J 2.0 eV, E_v 2.0 eV
Square footprints: 422.4 s, shift -7.7 %
Finite starting radius: 447.8 s, shift -2.2 %
Nucleation transient: 486.0 s, shift +6.1 %
Depletion around islands: 463.7 s, shift +1.3 %
Depletion area loss: 4.15 %, sim 3.82 %
Barren strips at windows: 493.4 s, shift +7.8 %
Effective activation energy of 1/t: 2.00 eV
Mask hotter by the stated error: 407.9 s, shift -10.9 %
\end{verbatim}
